# Kramers–Kronig relations from causality, with subtraction and the conductor's pole term, part 2

The task is to obtain the real part of a dielectric function \(\varepsilon(\omega)\) from its imaginary part, or the reverse, now for a conductor. Signals vary as \(e^{-i\omega t}\). Units are Rydberg atomic units with \(\hbar=1\), so frequencies are in Ry. \(\mathcal P\) denotes a principal value, and \(z\) is a complex frequency.

A causal response with real kernel \(\chi(s)\), zero for \(s<0\), has the transform

\[
\chi(\omega)=\int_0^\infty \chi(s)\,e^{i\omega s}\,ds. \tag{1}
\]

Part 1 first assumed that \(\int_0^\infty|\chi(s)|ds\) and \(\int_0^\infty s|\chi(s)|ds\) are finite. Write \(\chi=\chi'+i\chi''\) on the real axis; \(\chi'\) is even and \(\chi''\) odd. Any function analytic in the upper half-plane, smooth on the real axis and vanishing at infinity obeys

\[
\mathcal P\!\int_{-\infty}^{\infty}\frac{\chi(x)}{x-\omega}\,dx=i\pi\,\chi(\omega). \tag{2}
\]

The contour behind (2) follows the real axis, passes above \(\omega\) on a small clockwise semicircle and closes on a large semicircle in the upper half-plane. Folding the negative half of the axis onto the positive half, using these parities, gives for \(\omega>0\)

\[
\chi'(\omega)=\frac2\pi\mathcal P\!\int_0^\infty\frac{x\,\chi''(x)}{x^2-\omega^2}dx, \tag{3}
\]
\[
\chi''(\omega)=-\frac{2\omega}\pi\mathcal P\!\int_0^\infty\frac{\chi'(x)}{x^2-\omega^2}dx. \tag{4}
\]

For real \(\omega_0\ne\omega\),

\[
\mathcal P\!\int_{-\infty}^{\infty}\frac{dx}{(x-\omega_0)(x-\omega)}=0. \tag{6}
\]

Subtraction means computing \(\chi'(\omega)-\chi'(\omega_0)\) from a known \(\chi'(\omega_0)\). Absorption at \(x\) then enters with its weight in (3) multiplied by

\[
\frac{\omega^2-\omega_0^2}{x^2-\omega_0^2}. \tag{8}
\]

The damped oscillator, with strength \(A\), resonance \(\omega_1\) and width \(\Gamma\), is \(L(\omega)=A/(\omega_1^2-\omega^2-i\Gamma\omega)\). Quoted principal values come from adaptive quadrature, with \(1/(x-\omega)\) built into the weight near each singular point.

### Where the singularity comes from

In a conductor the quantity that forgets a pulse is the current. Take a local, linear medium in which the current density \(J\) responds causally to the total field \(E\):

\[
J(t)=\int_{-\infty}^{t}\sigma(t-t')E(t')dt',\qquad \sigma(\omega)=\int_0^\infty\sigma(s)e^{i\omega s}ds .
\]

Assume that \(\int_0^\infty|\sigma(s)|ds\) and \(\int_0^\infty s|\sigma(s)|ds\) are finite. Then \(\sigma(z)\) is analytic and bounded in the upper half-plane, and differentiable up to the real axis. The static conductivity \(\sigma_0=\sigma(\omega=0)=\int_0^\infty\sigma(s)ds\) is real and finite.

The polarization obeys \(J=dP/dt\), which for \(e^{-i\omega t}\) signals becomes \(J=-i\omega P\), or \(P=iJ/\omega\). In Gaussian form, which Rydberg atomic units share, \(\varepsilon E=E+4\pi P\). Thus

\[
\varepsilon(\omega)=1+\frac{4\pi i\,\sigma(\omega)}{\omega}. \tag{9}
\]

The product \(4\pi\sigma\) is a frequency. If \(\sigma_0\ne0\), \(\varepsilon\) has a pole at \(\omega=0\), where it behaves as \(4\pi i\sigma_0/\omega\).

In the time domain, a short unit pulse of field leaves the polarization \(\int_0^t\sigma(s)ds\), which tends to \(\sigma_0\) and does not return to zero. Charge has been moved and nothing pulls it back. The polarization kernel is therefore not integrable, and the assumption made for (1) fails. Causality itself is intact.

### Removing the pole

Define

\[
f(z)=\varepsilon(z)-1-\frac{4\pi i\sigma_0}{z}=4\pi i\,\frac{\sigma(z)-\sigma(0)}{z}. \tag{10}
\]

The second form shows that \(f\) has the required properties. It is analytic above the axis. At \(z=0\) it tends to \(4\pi i\) times the derivative of \(\sigma\), which is finite. At large \(|z|\) it vanishes at least as fast as \(1/|z|\), because \(\sigma\) is bounded. Therefore (2), and with it both relations, hold for \(f\) at \(\omega\ne0\).

On the real axis the pole term is purely imaginary, so

\[
\mathrm{Re}\,f=\mathrm{Re}\,\varepsilon-1,\qquad \mathrm{Im}\,f=\mathrm{Im}\,\varepsilon-\frac{4\pi\sigma_0}{\omega}.
\]

The relation that yields the imaginary part becomes, after moving the pole term to the right,

\[
\mathrm{Im}\,\varepsilon(\omega)=\frac{4\pi\sigma_0}{\omega}-\frac{2\omega}\pi\,\mathcal P\!\int_0^\infty\frac{\mathrm{Re}\,\varepsilon(x)-1}{x^2-\omega^2}dx. \tag{11}
\]

The relation that yields the real part is, over the whole axis,

\[
\mathrm{Re}\,\varepsilon(\omega)-1=\frac1\pi\,\mathcal P\!\int_{-\infty}^{\infty}\frac{\mathrm{Im}\,\varepsilon(x)-4\pi\sigma_0/x}{x-\omega}dx .
\]

The pole contributes a multiple of \(\mathcal P\!\int dx/[x(x-\omega)]\), which is zero by (6) with \(\omega_0=0\). Folding as before leaves

\[
\mathrm{Re}\,\varepsilon(\omega)=1+\frac2\pi\,\mathcal P\!\int_0^\infty\frac{x\,\mathrm{Im}\,\varepsilon(x)}{x^2-\omega^2}dx. \tag{12}
\]

No separate pole term appears in (12). The integrand is finite at \(x=0\), since \(x\,\mathrm{Im}\,\varepsilon=4\pi\,\mathrm{Re}\,\sigma\) tends to \(4\pi\sigma_0\). In code it is safer to store this product than \(\mathrm{Im}\,\varepsilon\) itself.

The contour gives an independent check on the sign in (11). If \(\varepsilon-1\) is integrated directly, the path must also pass above the pole at zero. Near it the integrand is \(4\pi i\sigma_0/[z(-\omega)]\), and the clockwise semicircle contributes \(-i\pi\) times the residue, which is \(-i\pi(-4\pi i\sigma_0/\omega)=-4\pi^2\sigma_0/\omega\). Setting the sum of all pieces to zero gives

\[
\mathcal P\!\int_{-\infty}^{\infty}\frac{\varepsilon(x)-1}{x-\omega}dx=i\pi[\varepsilon(\omega)-1]+\frac{4\pi^2\sigma_0}\omega .
\]

The real part of the right side is \(-\pi\,\mathrm{Im}\,\varepsilon+4\pi^2\sigma_0/\omega\). Solving for \(\mathrm{Im}\,\varepsilon\) reproduces the pole term of (11) with its positive sign.

If very fast processes outside the model add a real constant to \(\varepsilon\), so that \(\varepsilon\to\varepsilon_\infty\) at high frequency, then \(\varepsilon_\infty\) replaces 1 in (10) to (12).

### What the integral in (11) gives by itself

The integral term in (11) equals \(\mathrm{Im}\,f\). From (10),

\[
\mathrm{Im}\,f(\omega)=\frac{4\pi}{\omega}\left[\mathrm{Re}\,\sigma(\omega)-\sigma_0\right]. \tag{13}
\]

Without the pole term, the calculated absorption is therefore negative at every positive frequency where \(\mathrm{Re}\,\sigma\) lies below its static value. At any one frequency the integral thus gives only the difference between \(\mathrm{Re}\,\sigma\) and \(\sigma_0\). If \(\mathrm{Re}\,\varepsilon\) is known at all frequencies, \(\sigma_0\) follows from it as well: the transform of an integrable kernel vanishes at high frequency, so by (13) \(\omega\) times the integral term tends to \(-4\pi\sigma_0\) there. Data over a limited range may stop well short of this limit, and \(\sigma_0\) is then best supplied separately, for instance from a measured static conductivity.

### A model conductor

The model has free carriers with weight \(D=0.36\ \mathrm{Ry}^2\) and collision rate \(\gamma=0.05\) Ry, together with the oscillator \(L\) with \(A=0.5\ \mathrm{Ry}^2\), \(\omega_1=0.5\) Ry and \(\Gamma=0.1\) Ry. These are round parameters and describe no particular metal. The current kernel of the carriers is \(4\pi\sigma(s)=De^{-\gamma s}\), with transform \(D/(\gamma-i\omega)\). Inserted in (9), it gives \(iD/[\omega(\gamma-i\omega)]=-D/[\omega(\omega+i\gamma)]\), so

\[
\varepsilon(\omega)=1-\frac{D}{\omega(\omega+i\gamma)}+\frac{A}{\omega_1^2-\omega^2-i\Gamma\omega}. \tag{14}
\]

The oscillator carries no static current, because its charge is bound. Hence

\[
4\pi\sigma_0=\frac D\gamma=\frac{0.36}{0.05}=7.2\ \mathrm{Ry},
\]

or \(\sigma_0=0.573\) Ry. To convert to SI units, compare (9) with \(1+i\sigma_{\rm SI}/(\epsilon_{\rm vac}\omega)\), where \(\epsilon_{\rm vac}\) is the vacuum permittivity. Multiplying 7.2 Ry\(/\hbar\) by \(\epsilon_{\rm vac}\) gives \(1.32\times10^6\) S/m.

At \(\omega=0.3\) Ry the two terms of (14) are

\[
-\frac{0.36}{0.09+0.015i}=-3.892+0.649i,\qquad \frac{0.5}{0.16-0.03i}=3.019+0.566i .
\]

Their sum with 1 is \(\varepsilon=0.127+1.215i\). The integral in (12), evaluated by the quadrature described in Part 1, also leads to \(\mathrm{Re}\,\varepsilon=0.127\). The integral term in (11) is \(-22.785\), and the pole term is \(7.2/0.3=24\). Their sum is 1.215, the value found directly.

| \(\omega\) (Ry) | \(\mathrm{Re}\,\varepsilon\) | integral term in (11) | \(4\pi\sigma_0/\omega\) | \(\mathrm{Im}\,\varepsilon\) |
|---|---|---|---|---|
| 0.1 | −25.720 | −57.513 | 72.0 | 14.487 |
| 0.3 | 0.127 | −22.785 | 24.0 | 1.215 |
| 0.5 | −0.426 | −4.257 | 14.4 | 10.143 |
| 1.0 | −0.014 | −7.095 | 7.2 | 0.105 |

The integral term is negative in every row, even at the resonance. This agrees with (13): at 0.5 Ry, \(4\pi\,\mathrm{Re}\,\sigma=\omega\,\mathrm{Im}\,\varepsilon=5.07\) Ry, still below 7.2 Ry.

The last row contains a strong cancellation. The pole term is about 68 times the result, so a relative error of 1 per cent in \(\sigma_0\) would change \(\mathrm{Im}\,\varepsilon\) by about 68 per cent. At frequencies where the absorption is weak, (11) is a poor way to obtain it unless both \(\sigma_0\) and the integral are accurate. Conversely, if \(\mathrm{Im}\,\varepsilon\) is known at one frequency, \(\omega\) times its difference from the integral term yields \(4\pi\sigma_0\). The rows above all return 7.2 Ry.

### Absorption missing at low frequency

Relation (12) needs no explicit pole term, but it does need the low-frequency absorption that accompanies the pole. Suppose data for \(\mathrm{Im}\,\varepsilon\) begin at \(x_c=0.05\) Ry. For \(x_c\) well below \(\omega\), neglect \(x^2\) beside \(\omega^2\) and neglect the oscillator. The missing part of (12) is then

\[
\frac2\pi\int_0^{x_c}\frac{D\gamma}{x^2+\gamma^2}\,\frac{dx}{-\omega^2}
=-\frac{2D}{\pi\omega^2}\arctan\frac{x_c}{\gamma}. \tag{15}
\]

Here \(x_c=\gamma\), the arctangent is \(\pi/4\), and at \(\omega=0.3\) Ry the estimate is \(-0.36/(2\times0.09)=-2.0\). Quadrature of the full model gives \(-2.016\). Leaving this part out changes \(\mathrm{Re}\,\varepsilon\) from 0.127 to 2.143. Data that start at the collision rate miss half of the carriers' weight, and the result can be wrong at frequencies well above the gap in the data.

### The collisionless limit

As \(\gamma\to0\) the static conductivity \(D/\gamma\) diverges and the absorption of the carriers shrinks to a peak of zero width at \(x=0\). Its weight stays fixed, since \(\int_0^\infty D\gamma/(x^2+\gamma^2)dx=\pi D/2\) for every \(\gamma>0\). In (15) the arctangent tends to \(\pi/2\) at fixed \(x_c\), and the contribution tends to \(-D/\omega^2\). A calculation that includes only transitions at finite frequency, with absorption \(\mathrm{Im}\,\varepsilon_{\rm reg}\), must therefore use

\[
\mathrm{Re}\,\varepsilon(\omega)=1-\frac{D}{\omega^2}+\frac2\pi\,\mathcal P\!\int_0^\infty\frac{x\,\mathrm{Im}\,\varepsilon_{\rm reg}(x)}{x^2-\omega^2}dx. \tag{16}
\]

This is the case of a band-structure calculation in which the response of the carriers enters through its weight \(D\) alone.

For \(\gamma=10^{-4}\) Ry and \(\omega=0.5\) Ry, the integral over the carriers' peak up to 0.05 Ry is \(-1.438\), while \(-D/\omega^2=-0.36/0.25=-1.440\). The difference is the part of the peak above 0.05 Ry. Its share of the weight is about \((2/\pi)(\gamma/x_c)=0.0013\), or 0.002 in \(\mathrm{Re}\,\varepsilon\).

Relation (11) cannot be used as it stands in this limit. The carriers' kernel is then constant in time, and their term in \(\varepsilon\) is \(-D/z^2\), a double pole. The remedy is the same as before: add \(D/\omega^2\) to \(\varepsilon\), apply the relations to the remainder, and restore the term afterwards. Since \(-D/\omega^2\) is real for \(\omega\ne0\), it adds nothing to \(\mathrm{Im}\,\varepsilon\) there.

### Subtraction for a conductor

For \(\omega_0\neq0\), taking the difference of (12) at \(\omega\) and \(\omega_0\) gives

\[
\mathrm{Re}\,\varepsilon(\omega)-\mathrm{Re}\,\varepsilon(\omega_0)=\frac2\pi(\omega^2-\omega_0^2)\,\mathcal P\!\int_0^\infty\frac{x\,\mathrm{Im}\,\varepsilon(x)}{(x^2-\omega^2)(x^2-\omega_0^2)}dx. \tag{17}
\]

An unknown \(\varepsilon_\infty\) cancels in the difference. In the model, starting from \(\mathrm{Re}\,\varepsilon(0.1\ \mathrm{Ry})=-25.720\), (17) leads to 0.127 at 0.3 Ry, as it should.

The static choice \(\omega_0=0\), convenient for an insulator, fails here. The integrand of (17) would behave as \(-4\pi\sigma_0/(\omega^2x^2)\) near zero, and the integral would diverge, although \(\mathrm{Re}\,\varepsilon\) itself has a finite limit. Subtraction also gives no general cure for missing absorption at low frequency. The factor (8) suppresses contributions from \(x\) far above \(\omega\) and \(\omega_0\). For \(x\) far below both it tends to \(-(\omega^2-\omega_0^2)/\omega_0^2\), which for \(\omega=0.3\) Ry and \(\omega_0=0.1\) Ry is \(-8\). For this pair the low-frequency error is enlarged, not reduced. The limit equals \(1-\omega^2/\omega_0^2\), so the error grows when \(\omega>\sqrt2\,\omega_0\) and becomes much smaller only when \(\omega_0\) lies close to \(\omega\).

### Evaluating the principal value on a grid

With tabulated data the singular point can be removed before summation. For a smooth function \(g\) and an upper limit \(W>\omega\), add and subtract \(g(\omega)\) in the numerator. An antiderivative of \(1/(x^2-\omega^2)\) is \((1/2\omega)\ln|(x-\omega)/(x+\omega)|\). It vanishes at \(x=0\), and its values on the two sides of a symmetric gap at \(\omega\) cancel as the gap closes. Therefore

\[
\mathcal P\!\int_0^W\frac{g(x)}{x^2-\omega^2}dx=\int_0^W\frac{g(x)-g(\omega)}{x^2-\omega^2}dx+\frac{g(\omega)}{2\omega}\ln\frac{W-\omega}{W+\omega}. \tag{18}
\]

The remaining integrand is regular, with the value \(g'(\omega)/(2\omega)\) at \(x=\omega\), where \(g'\) is the derivative of \(g\). For (12), \(g=x\,\mathrm{Im}\,\varepsilon\); for (11), \(g=\mathrm{Re}\,\varepsilon-1\). Both relations run to infinity, so the part of the integral above \(W\) must be added, or \(W\) chosen so large that this part is negligible. In (11) for the model above, this part grows as \(\omega\) approaches \(W\), and it matters most where the absorption is also weak: at \(\omega=1\) Ry, stopping at \(W=1.5\) Ry gives \(\mathrm{Im}\,\varepsilon=0.026\) instead of 0.105. The grid must resolve the narrowest structure in \(g\), which for a good conductor may be the carriers' peak of width \(\gamma\). If it cannot, the carriers' term in (14) should be handled analytically. For (12), subtract its imaginary part from the data and add its real part to the result. For (11), subtract its real part and add its imaginary part. In the model above that imaginary part already contains the whole pole, so \(4\pi\sigma_0/\omega\) must not be added again.
